# One-centre PAW Hartree tensor for one s and one p shell: a program that tests the result

```python
"""
One-centre Hartree tensor of the PAW method for one s and one p shell.

Result under test, for m != n in {x, y, z} and k_C = e^2/(4 pi eps0):
  e_ssss = k_C F0ss            e_ssmm = k_C F0sp     e_smsm = k_C G1sp/3
  e_mmmm = k_C (F0pp + 4/25 F2pp)
  e_mmnn = k_C (F0pp - 2/25 F2pp)        e_mnmn = k_C 3/25 F2pp
Each F or G is a Slater integral of the true partial-wave pairs minus the
same integral of the pseudo pairs with their compensation charges.
All other elements vanish, apart from permutations i<->j, k<->l, ij<->kl.
Radial functions R(r) multiply real spherical harmonics.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.special import gamma
from pyscf import gto, df

NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)
NODES, WEIGHTS = 0.5 * (NODES + 1), 0.5 * WEIGHTS

# name, multipole L, shells of the first pair, shells of the second pair
TERMS = [("F0ss", 0, (0, 0), (0, 0)), ("F0sp", 0, (0, 0), (1, 1)),
         ("G1sp", 1, (0, 1), (0, 1)), ("F0pp", 0, (1, 1), (1, 1)),
         ("F2pp", 2, (1, 1), (1, 1))]


def integrate(f, upper, edge):
    """Integral of f from 0 to upper, with a panel break at edge."""
    cuts = [0.0, edge, upper] if edge < upper else [0.0, upper]
    return sum((b - a) * np.dot(WEIGHTS, f(a + (b - a) * NODES))
               for a, b in zip(cuts[:-1], cuts[1:]))


def slater(n1, n2, L, r_max, edge):
    """Double integral of n1(r) n2(r') r_<^L / r_>^(L+1)."""
    def inner(n, r):
        return np.array([integrate(lambda t: n(t) * t**L, x, edge)
                         for x in r])
    return integrate(lambda r: (n1(r) * inner(n2, r) + n2(r) * inner(n1, r))
                     / r**(L + 1), r_max, edge)


def pair_densities(true, pseudo, shape, L, pair, r_max, edge, compensate):
    """True and compensated pseudo radial pair densities, and the moment."""
    a, b = pair

    def n_true(r):
        return r**2 * true[a](r) * true[b](r)

    def n_pseudo(r):
        return r**2 * pseudo[a](r) * pseudo[b](r)

    moment = integrate(lambda r: (n_true(r) - n_pseudo(r)) * r**L,
                       r_max, edge)
    norm = integrate(lambda r: shape(L, r) * r**(L + 2), r_max, edge)
    factor = moment / norm if compensate else 0.0
    return n_true, lambda r: n_pseudo(r) + factor * shape(L, r) * r**2, moment


def radial_integrals(true, pseudo, shape, r_max, edge, compensate=True):
    """Rows: the five terms. Columns: true, compensated pseudo, moment."""
    rows = []
    for _, L, first, second in TERMS:
        t1, p1, _ = pair_densities(true, pseudo, shape, L, first,
                                   r_max, edge, compensate)
        t2, p2, moment = pair_densities(true, pseudo, shape, L, second,
                                        r_max, edge, compensate)
        rows.append([slater(t1, t2, L, r_max, edge),
                     slater(p1, p2, L, r_max, edge), moment])
    return np.array(rows)


# ---------- Gaunt coefficients by exact quadrature on the sphere ----------
cos_t, w_t = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
C, P = np.meshgrid(cos_t, phi, indexing="ij")
S = np.sqrt(1 - C**2)
X, Y, Z = S * np.cos(P), S * np.sin(P), C
sphere_w = np.repeat(w_t[:, None], 16, axis=1) * 2 * np.pi / 16
c1, c2 = np.sqrt(3 / (4 * np.pi)), np.sqrt(15 / (4 * np.pi))
harmonics = {0: np.array([np.ones_like(X) / np.sqrt(4 * np.pi)]),
             1: c1 * np.array([X, Y, Z]),
             2: c2 * np.array([X * Y, Y * Z, (3 * Z**2 - 1) / np.sqrt(12),
                               X * Z, (X**2 - Y**2) / 2])}
orbitals = np.concatenate([harmonics[0], harmonics[1]])
gaunt = {L: np.einsum("mab,iab,jab,ab->mij", harmonics[L], orbitals,
                      orbitals, sphere_w) for L in harmonics}
angular = {L: 4 * np.pi / (2 * L + 1)
           * np.einsum("mij,mkl->ijkl", gaunt[L], gaunt[L]) for L in gaunt}


def tensor_from_gaunt(delta):
    """Sum over L. Forbidden radial slots hold 1, so that a failure of the
    angular selection rules would become visible."""
    radial = np.ones((3, 3, 3))
    radial[0, 0, 0], radial[1, 1, 1] = delta[0], delta[2]
    radial[0, 0, 2] = radial[0, 2, 0] = delta[1]
    radial[0, 2, 2], radial[2, 2, 2] = delta[3], delta[4]
    shell = np.array([0, 1, 1, 1])
    kind = shell[:, None] + shell[None, :]
    return sum(angular[L] * radial[L][kind[:, :, None, None],
                                      kind[None, None, :, :]]
               for L in angular)


def tensor_from_list(delta):
    """The closed list of nonzero elements, index 0 = s, 1..3 = x, y, z."""
    f0ss, f0sp, g1sp, f0pp, f2pp = delta
    t = np.zeros((4, 4, 4, 4))
    t[0, 0, 0, 0] = f0ss
    for m in (1, 2, 3):
        t[0, 0, m, m] = t[m, m, 0, 0] = f0sp
        t[0, m, 0, m] = t[m, 0, 0, m] = t[0, m, m, 0] = t[m, 0, m, 0] = g1sp/3
        t[m, m, m, m] = f0pp + 4 * f2pp / 25
        for n in (1, 2, 3):
            if n != m:
                t[m, m, n, n] = f0pp - 2 * f2pp / 25
                t[m, n, m, n] = t[m, n, n, m] = 3 * f2pp / 25
    return t


# ---------- Test on Gaussian waves: definition by analytic integrals ------
exp_true, exp_pseudo, exp_shape = (1.3, 0.9), (0.7, 0.5), 1.1
scale_pseudo = (0.8, 0.9)


def gaussian_mol(exponents):
    basis = [[l, [a, 1.0]] for l, a in enumerate(exponents)]
    return gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)


def gaussian_wave(l, a, scale):
    norm = scale * gto.gto_norm(l, a)
    return lambda r: norm * r**l * np.exp(-a * r**2)


def multipoles(mol):
    """Integrals of orbital pairs times r^L S_LM, for L = 0, 1, 2."""
    one = mol.intor("int1e_ovlp")
    r1 = mol.intor("int1e_r").reshape(3, 4, 4)
    r2 = mol.intor("int1e_rr").reshape(3, 3, 4, 4)
    quad = [r2[0, 1], r2[1, 2],
            (2 * r2[2, 2] - r2[0, 0] - r2[1, 1]) / np.sqrt(12),
            r2[0, 2], (r2[0, 0] - r2[1, 1]) / 2]
    return np.array([one / np.sqrt(4 * np.pi)] + [c1 * x for x in r1]
                    + [c2 * x for x in quad])


mol_true, mol_pseudo = gaussian_mol(exp_true), gaussian_mol(exp_pseudo)
mol_shape = gaussian_mol((exp_shape,) * 3)
s_vec = np.array([scale_pseudo[0]] + [scale_pseudo[1]] * 3)
s_pair = np.outer(s_vec, s_vec)
own_moment = np.array([gto.gto_norm(L, exp_shape) * 0.5 * gamma(L + 1.5)
                       / exp_shape**(L + 1.5)
                       for L in (0, 1, 1, 1, 2, 2, 2, 2, 2)])
charge = (multipoles(mol_true) - multipoles(mol_pseudo) * s_pair) \
    / own_moment[:, None, None]
eri_true = mol_true.intor("int2e", aosym="s1").reshape(4, 4, 4, 4)
eri_pseudo = mol_pseudo.intor("int2e", aosym="s1").reshape(4, 4, 4, 4) \
    * s_pair[:, :, None, None] * s_pair[None, None, :, :]
three = df.incore.aux_e2(mol_pseudo, mol_shape, "int3c2e") \
    * s_pair[:, :, None]
cross = np.einsum("ijm,mkl->ijkl", three, charge)
shape_shape = np.einsum("mij,mn,nkl->ijkl", charge,
                        mol_shape.intor("int2c2e"), charge)
tensor_definition = eri_true - (eri_pseudo + cross
                                + cross.transpose(2, 3, 0, 1) + shape_shape)

gauss_rows = radial_integrals(
    [gaussian_wave(l, exp_true[l], 1.0) for l in (0, 1)],
    [gaussian_wave(l, exp_pseudo[l], scale_pseudo[l]) for l in (0, 1)],
    lambda L, r: r**L * np.exp(-exp_shape * r**2), 12.0, 3.0)
gauss_delta = gauss_rows[:, 0] - gauss_rows[:, 1]
deviation = np.max(np.abs(tensor_definition - tensor_from_list(gauss_delta)))
assert deviation < 1e-8
assert np.allclose(tensor_from_gaunt(gauss_delta), tensor_definition,
                   atol=1e-8)

# ---------- Counting of nonzero and of independent elements --------------
nonzero = [q for q in itertools.product(range(4), repeat=4)
           if abs(tensor_definition[q]) > 1e-8]
classes = {tuple(sorted([tuple(sorted(q[:2])), tuple(sorted(q[2:]))]))
           for q in nonzero}
assert len(nonzero) == 40 and len(classes) == 16

rot_z, rot_x, unit = np.zeros((4, 4)), np.zeros((4, 4)), np.eye(4)
rot_z[1, 2], rot_z[2, 1] = -1, 1
rot_x[2, 3], rot_x[3, 2] = -1, 1
constraints = []
for generator in (rot_z, rot_x):
    total = np.zeros((256, 256))
    for slot in range(4):
        product = np.eye(1)
        for position in range(4):
            product = np.kron(product,
                              generator if position == slot else unit)
        total += product
    constraints.append(total)
identity = np.eye(256)
for order in ((1, 0, 2, 3), (0, 1, 3, 2), (2, 3, 0, 1)):
    swapped = identity.reshape(4, 4, 4, 4, 256).transpose(*order, 4)
    constraints.append(swapped.reshape(256, 256) - identity)
independent = 256 - np.linalg.matrix_rank(np.vstack(constraints), tol=1e-9)
assert independent == 5

# ---------- Worked example: model partial waves, lengths in nm -----------
kappa, r_c, r_far = 40.0, 0.08, 1.0
k_C = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
amp = (2 * kappa**1.5, 2 * kappa**1.5 / np.sqrt(3))
true_waves = [lambda r: amp[0] * (kappa * r - 1) * np.exp(-kappa * r),
              lambda r: amp[1] * kappa * r * np.exp(-kappa * r)]
x_c = kappa * r_c
slopes = [(x_c - 1, (2 - x_c) * x_c, (x_c - 3) * x_c**2),
          (x_c, (1 - x_c) * x_c, (x_c - 2) * x_c**2)]
coefficients = []
for l in (0, 1):
    p = np.array([l, l + 2, l + 4])
    coefficients.append(np.linalg.solve(
        np.array([p**0, p, p * (p - 1)], dtype=float),
        amp[l] * np.exp(-x_c) * np.array(slopes[l])))


def pseudo_wave(l):
    a0, a1, a2 = coefficients[l]

    def wave(r):
        t = r / r_c
        return np.where(r < r_c, t**l * (a0 + a1 * t**2 + a2 * t**4),
                        true_waves[l](r))
    return wave


def compact_shape(L, r):
    return np.where(r < r_c, r**L * (1 - (r / r_c)**2)**2, 0.0)


pseudo_waves = [pseudo_wave(0), pseudo_wave(1)]
for l in (0, 1):
    norm_l = integrate(lambda r: (r * true_waves[l](r))**2, r_far, r_c)
    assert abs(norm_l - 1) < 1e-10
    near = r_c * (1 - 1e-3)      # a smooth match leaves a cubic mismatch
    assert abs(pseudo_waves[l](near) / true_waves[l](near) - 1) < 1e-7

rows = radial_integrals(true_waves, pseudo_waves, compact_shape, r_c, r_c)
rows_far = radial_integrals(true_waves, pseudo_waves, compact_shape,
                            r_far, r_c)
delta = rows[:, 0] - rows[:, 1]
delta_far = rows_far[:, 0] - rows_far[:, 1]
assert np.max(np.abs(delta - delta_far)) < 1e-7
bare = [radial_integrals(true_waves, pseudo_waves, compact_shape, R, r_c,
                         compensate=False) for R in (r_c, r_far)]
bare_delta = [b[0, 0] - b[0, 1] for b in bare]
assert abs(bare_delta[0] - bare_delta[1]) > 0.1

tensor = k_C * tensor_from_gaunt(delta)
assert np.allclose(tensor, k_C * tensor_from_list(delta), atol=1e-9)

# ---------- First-order on-site strengths --------------------------------
rho_dipole = np.zeros((4, 4))
rho_dipole[0, 3] = rho_dipole[3, 0] = 0.1
rho_quad = np.diag([0.0, -0.1, 0.0, 0.1])
h = np.sqrt(0.5)
turn = np.array([[1, 0, 0, 0], [0, h, 0, h], [0, 0, 1, 0], [0, -h, 0, h]])
rho_turned = turn @ rho_quad @ turn.T
D_dipole, D_quad, D_turned = [np.einsum("ijkl,kl->ij", tensor, rho)
                              for rho in (rho_dipole, rho_quad, rho_turned)]
assert np.allclose(D_dipole, 2 * tensor[0, 3, 0, 3] * rho_dipole, atol=1e-9)
assert np.allclose(D_quad, 2 * tensor[1, 3, 1, 3] * rho_quad, atol=1e-9)
assert np.allclose(D_turned, turn @ D_quad @ turn.T, atol=1e-9)

# ---------- Output -------------------------------------------------------
print(f"Gaussian test, largest deviation: {deviation:.1e} (1/bohr)")
print(f"Gaussian test, largest element: "
      f"{np.max(np.abs(tensor_definition)):.4f} (1/bohr)")
print(f"nonzero entries of {tensor.size}: {len(nonzero)}")
print(f"permutation classes: {len(classes)}")
print(f"independent constants: {independent}")
print(f"angular weight L=1, szsz: {angular[1][0, 3, 0, 3]:.6f}")
print(f"angular weight L=2, zzzz: {angular[2][3, 3, 3, 3]:.6f}")
print(f"angular weight L=2, xxzz: {angular[2][1, 1, 3, 3]:.6f}")
print(f"angular weight L=2, xzxz: {angular[2][1, 3, 1, 3]:.6f}")
print(f"kappa = {kappa:.1f} nm^-1, r_c = {r_c:.3f} nm")
print(f"k_C = {k_C:.6f} eV nm")
for l, label in enumerate("sp"):
    a = coefficients[l]
    print(f"pseudo {label}, coefficients in r/r_c: "
          f"{a[0]:.4f} {a[1]:.4f} {a[2]:.4f} nm^-3/2")
for index, label, power in ((0, "ss L=0", 0), (2, "sp L=1", 1),
                            (3, "pp L=0", 0), (4, "pp L=2", 2)):
    unit_name = "(no unit)" if power == 0 else f"nm^{power}"
    print(f"moment q {label}: {rows[index, 2]:.6e} {unit_name}")
print("sphere integrals in nm^-1: true, compensated pseudo, difference")
for (name, *_), row, d in zip(TERMS, rows, delta):
    print(f"  {name}: {row[0]:.5f} {row[1]:.5f} {d:.5f}")
print(f"sphere vs all space, largest change: "
      f"{np.max(np.abs(delta - delta_far)):.1e} nm^-1")
print(f"F0ss difference, no compensation, sphere: {bare_delta[0]:.5f} nm^-1")
print(f"F0ss difference, no compensation, all space: "
      f"{bare_delta[1]:.5f} nm^-1")
for label, q in (("ssss", (0, 0, 0, 0)), ("sszz", (0, 0, 3, 3)),
                 ("szsz", (0, 3, 0, 3)), ("zzzz", (3, 3, 3, 3)),
                 ("xxzz", (1, 1, 3, 3)), ("xzxz", (1, 3, 1, 3))):
    print(f"e_{label} = {tensor[q]:.5f} eV")
print(f"e_zzzz - e_xxzz = {tensor[3, 3, 3, 3] - tensor[1, 1, 3, 3]:.5f} eV")
print(f"dipolar response rho_sz = rho_zs = {rho_dipole[0, 3]:.2f}: "
      f"D_sz = {D_dipole[0, 3]:.5f} eV")
print(f"quadrupolar response rho_zz = -rho_xx = {rho_quad[3, 3]:.2f}: "
      f"D_zz = {D_quad[3, 3]:.5f} eV")
print(f"same response, axes turned 45 deg, rho_xz = {rho_turned[1, 3]:.2f}: "
      f"D_xz = {D_turned[1, 3]:.5f} eV")
print("checks complete")
```

Output:

```
Gaussian test, largest deviation: 1.9e-15 (1/bohr)
Gaussian test, largest element: 0.3833 (1/bohr)
nonzero entries of 256: 40
permutation classes: 16
independent constants: 5
angular weight L=1, szsz: 0.333333
angular weight L=2, zzzz: 0.160000
angular weight L=2, xxzz: -0.080000
angular weight L=2, xzxz: 0.120000
kappa = 40.0 nm^-1, r_c = 0.080 nm
k_C = 1.439965 eV nm
pseudo s, coefficients in r/r_c: 100.1512 -69.9574 15.1794 nm^-3/2
pseudo p, coefficients in r/r_c: 163.0838 -188.9943 64.0142 nm^-3/2
moment q ss L=0: -1.419725e-01 (no unit)
moment q sp L=1: 9.829163e-04 nm^1
moment q pp L=0: 2.953150e-01 (no unit)
moment q pp L=2: 4.828127e-04 nm^2
sphere integrals in nm^-1: true, compensated pseudo, difference
  F0ss: 5.88758 5.90316 -0.01558
  F0sp: 7.68798 7.66423 0.02374
  G1sp: 4.20911 4.33297 -0.12386
  F0pp: 10.38504 9.98413 0.40091
  F2pp: 5.53264 3.98750 1.54514
sphere vs all space, largest change: 1.8e-15 nm^-1
F0ss difference, no compensation, sphere: -3.46947 nm^-1
F0ss difference, no compensation, all space: -4.58282 nm^-1
e_ssss = -0.02244 eV
e_sszz = 0.03419 eV
e_szsz = -0.05945 eV
e_zzzz = 0.93329 eV
e_xxzz = 0.39930 eV
e_xzxz = 0.26699 eV
e_zzzz - e_xxzz = 0.53399 eV
dipolar response rho_sz = rho_zs = 0.10: D_sz = -0.01189 eV
quadrupolar response rho_zz = -rho_xx = 0.10: D_zz = 0.05340 eV
same response, axes turned 45 deg, rho_xz = 0.10: D_xz = 0.05340 eV
checks complete
```
